# Rectified Sheath Voltage Without a Blocking Capacitor: Comment on an Argument

**The argument under review.** Two equal plane electrodes bound a plasma. One is grounded and the other is driven at low frequency. The argument is that a blocking capacitor allows a dc self-bias to develop, and that this self-bias is the rectified sheath voltage. If the capacitor is removed and the generator passes dc, the mean voltage between the electrodes must vanish. Each sheath is then said to return, on average, to its floating drop, so that ions strike the electrodes with only their floating-sheath energy.

The premise about the mean electrode voltage is correct, but the conclusion does not follow. The voltage between the electrodes is the difference of two sheath drops. A zero mean difference makes the mean drops equal; it does not fix their size. For that, the currents through the sheaths are needed.

**Assumptions and the current to one electrode.** Let $T_e$ be the electron temperature in volts and $U\ge 0$ the potential drop from the sheath edge to an electrode. The two sheath edges are taken to be at the same potential and to have the same plasma density $n$. The sheaths are resistive, meaning that displacement current is negligible beside particle current. Current from plasma to electrode counts as positive.

An electron of mass $m$ reaches the electrode if its speed $v$ towards it satisfies $mv^2/2>eU$. For a Maxwellian distribution the electron flux is

$$
\Gamma_e=n\sqrt{\frac{m}{2\pi eT_e}}\int_{\sqrt{2eU/m}}^{\infty}v\,e^{-mv^2/2eT_e}\,dv
=n\sqrt{\frac{eT_e}{2\pi m}}\;e^{-U/T_e},
$$

because the integrand is the derivative of $-(eT_e/m)\,e^{-mv^2/2eT_e}$. Ions of mass $M$ enter the sheath at the Bohm speed $u_B=\sqrt{eT_e/M}$, whatever the drop. The net current density is therefore

$$
J=J_i-J_{e0}e^{-U/T_e},\qquad J_i=enu_B,\qquad J_{e0}=en\sqrt{\frac{eT_e}{2\pi m}} .
$$

Setting $J=0$ gives the floating drop,

$$
V_f=T_e\ln\frac{J_{e0}}{J_i}=\frac{T_e}{2}\ln\frac{M}{2\pi m}.
$$

**The plasma potential at each instant.** Let the driven electrode be at $V(t)=V_0\sin\omega t$ and let $V_p$ be the potential at the sheath edge, both relative to ground. The bulk potential is higher by the presheath drop. This is at least $T_e/2$, the least that gives ions starting from rest their Bohm speed, and it is larger when ions are created along the way or collide with the gas. The sheath drops are $V_p$ at the grounded electrode and $V_p-V$ at the driven one. Since the plasma cannot accumulate charge and displacement current is neglected, the two particle currents sum to zero:

$$
2J_i=J_{e0}e^{-V_p/T_e}\left(1+e^{V/T_e}\right).
$$

Multiplying by $e^{V_p/T_e}/(2J_i)$ and using $J_{e0}/J_i=e^{V_f/T_e}$ gives

$$
e^{V_p/T_e}=e^{V_f/T_e}\,\frac{1+e^{V/T_e}}{2}.
$$

With $x=V/2T_e$, the identity $1+e^{2x}=2e^x\cosh x$ turns the logarithm of this equation into

$$
V_p=V_f+\frac V2+T_e\ln\cosh\frac{V}{2T_e}. \tag{1}
$$

The term $V/2$ averages to zero. The last term is even in $V$ and never negative, so it survives. This is the rectification that the argument misses.

When $V\gg T_e$, equation (1) becomes $V_p\simeq V+V_f-T_e\ln2$: the plasma rides just above the driven electrode. When $V\ll -T_e$, it becomes $V_p\simeq V_f-T_e\ln2$: the plasma stays just above ground. In each half-cycle the more positive electrode collects nearly all the electrons, enough to balance the ion current to both electrodes. The drop across the other sheath is larger by the whole applied voltage $|V|$. The roles alternate, so each sheath has a large drop for half of every cycle. The smaller drop never falls below $V_f-T_e\ln2$, which is positive here, so the retarded-electron formula remains valid.

**The mean rise.** Define $R=\langle V_p\rangle-V_f$. Equation (1) gives

$$
R=T_e\left\langle\ln\cosh\frac{V_0\sin\theta}{2T_e}\right\rangle .
$$

To evaluate it for strong drive, write $\cosh x=\tfrac12e^{|x|}(1+e^{-2|x|})$, so that

$$
\ln\cosh x=|x|-\ln2+\ln\left(1+e^{-2|x|}\right).
$$

The last term lies between $0$ and $\ln2$. Since $\langle|\sin\theta|\rangle=2/\pi$, the average of $T_e|x|$ is $(V_0/2)(2/\pi)=V_0/\pi$. Hence, for any nonzero amplitude,

$$
\frac{V_0}{\pi}-T_e\ln2<R<\frac{V_0}{\pi}. \tag{2}
$$

The next correction comes from the moments when $V$ passes through zero. Put $a=V_0/T_e\gg1$. The average over a cycle is $2/\pi$ times the integral over a quarter-cycle, and only small $\theta$ contributes, where $\sin\theta\simeq\theta$. With $t=a\theta$,

$$
\left\langle\ln(1+e^{-a|\sin\theta|})\right\rangle
\simeq\frac{2}{\pi a}\int_0^\infty\ln(1+e^{-t})\,dt
=\frac{2}{\pi a}\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^2}
=\frac{\pi}{6a}.
$$

The sum, equal to $\pi^2/12$, follows from expanding the logarithm and integrating each $e^{-kt}$. Thus

$$
R\simeq\frac{V_0}{\pi}-T_e\ln2+\frac{\pi T_e^2}{6V_0}. \tag{3}
$$

For weak drive, $\ln\cosh x\simeq x^2/2$ and $\langle\sin^2\theta\rangle=1/2$ give $R\simeq V_0^2/(16T_e)$. The rise is then quadratic and small, and $V_0/\pi$ is a poor estimate. The computed ratio of $R$ to $V_0/\pi$ is 0.19 at $V_0=T_e$, 0.80 at $10T_e$ and 0.98 at $100T_e$.

**What the capacitor does between equal electrodes.** Substituting (1) into the current to the driven electrode gives

$$
J_d=J_i\left(1-\frac{2e^{V/T_e}}{1+e^{V/T_e}}\right)=-J_i\tanh\frac{V}{2T_e}.
$$

Now insert a capacitor large enough that its voltage is constant over a cycle. The electrode voltage becomes $V_{dc}+V_0\sin\theta$, and the mean current must vanish. The mean of $-\tanh[(V_{dc}+V_0\sin\theta)/2T_e]$ decreases steadily with $V_{dc}$ and is zero at $V_{dc}=0$ by symmetry. That is the only solution. The capacitor acquires no dc voltage, and its removal leaves the sheaths unchanged.

**Worked numbers.** Take $V_0=200$ V at 40 kHz, $T_e=3$ eV, an edge density of $5\times10^{10}$ cm$^{-3}$, and NO$^+$ as the only ion. The current densities are $J_{e0}=232.1$ and $J_i=2.488$ mA/cm$^2$, so

$$
V_f=3\ln\frac{232.1}{2.488}=13.6\ \text{V}.
$$

Equation (3) gives

$$
R=63.66-2.08+0.02=61.6\ \text{V},
$$

in agreement with the average obtained by solving the current balance at each phase. The leading estimate $V_0/\pi$ is high by about 3% of $R$. The mean drop at each electrode is $13.6+61.6=75.2$ V, and $V_p$ swings between 11.5 and 211.5 V.

An ion that crosses without collisions, in a time short compared with the period, gains the instantaneous drop. With constant ion flux, and with the 1.5 eV of directed energy it has at the sheath edge, its mean impact energy is about 77 eV. This is the mean of a two-part distribution: about half the ions arrive while their electrode is the more positive one and carry about 13 eV, and the other half are spread up to 213 eV. The argument under review would give about 15 eV.

**Unequal electrodes.** Here the capacitor does matter, though not in the way supposed. Let $f$ be the driven electrode's fraction of the total area. Provided $f$ and $1-f$ both exceed $J_i/J_{e0}$ (0.011 for the worked numbers), neither sheath drop reaches zero, and weighting the currents by area gives

$$
V_p=V_f+T_e\ln\left[(1-f)+fe^{V/T_e}\right].
$$

Without a capacitor and for $V_0\gg T_e$, the logarithmic term is $V+T_e\ln f$ in the positive half-cycle and $T_e\ln(1-f)$ in the negative one. Its mean is

$$
R\simeq\frac{V_0}{\pi}+\frac{T_e}{2}\ln[f(1-f)].
$$

Because $\langle V\rangle=0$, this rise applies to both sheaths. For $f=0.25$, with the other parameters held fixed, the computed value is 61.2 V. A dc current now flows: its mean is an electron current 0.98 times the driven electrode's ion current.

With a capacitor, the mean current must vanish. The current to the driven electrode, relative to its ion current, is

$$
\frac{J_d}{J_i}=1-\frac{e^{V/T_e}}{(1-f)+fe^{V/T_e}}.
$$

For $V_0\gg T_e$ and $f$ not close to 0 or 1, it switches sharply from $1$ to $1-1/f=-(1-f)/f$ around $V_*=T_e\ln[(1-f)/f]$, where the two terms in the denominator are equal. If the negative value lasts for a fraction $p$ of the cycle, zero mean requires $p(1-f)/f=1-p$, hence $p=f$. The interval in which $V>V_*$ is centred on the voltage maximum and has half-width $\pi f$ in phase. At its ends $V_{dc}+V_0\cos\pi f=V_*$, so

$$
V_{dc}\simeq-V_0\cos\pi f+T_e\ln\frac{1-f}{f}.
$$

Inside this interval the logarithmic term of $V_p$ is $T_e\ln(1-f)+V-V_*$; outside it is $T_e\ln(1-f)$. With $\phi$ the phase measured from the maximum, the grounded-side rise is

$$
R_g\simeq T_e\ln(1-f)+\frac{V_0}{2\pi}\int_{-\pi f}^{\pi f}(\cos\phi-\cos\pi f)\,d\phi
$$

$$
\phantom{R_g}=T_e\ln(1-f)+\frac{V_0}{\pi}(\sin\pi f-\pi f\cos\pi f).
$$

For $f=0.25$ the computed self-bias is $-138.0$ V (formula: $-138.1$ V) and the grounded-side rise is 8.9 V (formula: 8.8 V). The driven-side rise is larger by $-V_{dc}$, which makes it 146.9 V. Removing the capacitor at fixed $V_0$ therefore lowers the driven-side rise from 147 to 61 V and raises the grounded-side rise from 9 to 61 V.

**Conditions of validity.** A small fractional error $\delta$ in the ion current of the balance shifts $V_p$ by about $T_e\delta$ in magnitude, which makes the result tolerant of modest errors. Applying a collisionless sheath capacitance to the resistive waveform gives a peak net displacement current of 1.8% of the total ion current. Integrating the circuit equation with this capacitance included changes $V_p$ by at most 0.06 V during the cycle and its mean by less than 0.001 V. Motion of the sheath edges could shift $V_p$ briefly by roughly 0.2 V. With the sheath width estimated from the Child law, the ion transit time multiplied by $\omega$ is about 0.02 (up to about 0.06 if the slow region near the sheath edge is counted), so the ions do see a nearly steady sheath.

At 13.56 MHz the frequency is 339 times higher. Scaling the displacement ratio for the same waveform gives about 6, and the scaled transit parameter is about 8. The resistive model then fails, and equation (3) should not be used.

**Relation to a real reactor.** The parameters are round values chosen for illustration, with the plasma density taken as fixed independently of the low-frequency drive. At 10 mTorr and 300 K, with a 5 cm gap and rough collision cross-sections, the bulk resistive drop is only a few hundredths of a volt. The ion mean free path is 6 mm against a largest sheath width of 1.1 mm by the Child law, which underestimates it because it neglects the ions' entry speed and the electrons near the sheath edge. With both included the width is about 1.4 mm measured from the point where the drop is $T_e$, and about 1.9 mm from the point where it is $0.05T_e$. Some ions therefore collide and arrive with less than the full drop. Negative ions are omitted; if they change the ion flux by a constant factor, $V_f$ shifts but $R$ does not. The assumption of equal areas fails if grounded chamber walls also collect current. In the $f=0.25$ case this moves the directly coupled rise only from 61.6 to 61.2 V, but with a capacitor the grounded-side rise falls to 8.9 V. An insulating wafer or film is itself a series capacitor, so removing the circuit component does not by itself ensure direct coupling. The capacitor results above apply to it only if its voltage changes little during a cycle. In the worked example the ion current carries about 31 nC/cm$^2$ in half a period. A film 1 µm thick with relative permittivity 3.9 would change by only about 9 V for this charge, but a wafer 0.5 mm thick would need about 4500 V. Such a wafer would therefore take most of the 200 V drive and leave the sheaths near their floating drop.

**Required correction.** The manuscript should distinguish self-bias, which is a mean voltage between electrodes, from the mean drop across each sheath. Its claim of floating-sheath ion energies should be withdrawn for directly coupled, conducting electrodes with resistive sheaths and $V_0\gg T_e$.

## Values computed for the example and the checks

```
Drive amplitude V0 = 200 V
Electron temperature Te = 3.0 eV
Drive frequency = 40 kHz
Sheath-edge density = 5.0e+10 cm^-3
NO+ mass = 30.006 u
Pressure = 10 mTorr, gas at 300 K
Electrode gap = 5 cm
Bohm speed = 3.106 km/s
Mean electron speed = 1159 km/s
Ion current density = 2.488 mA/cm^2
Electron saturation current density = 232.1 mA/cm^2
Floating drop Vf = 13.608 V
Plasma potential minimum = 11.528 V
Plasma potential maximum = 211.528 V
Mean plasma potential = 75.214 V
Mean drop at driven electrode = 75.214 V
Mean rise above Vf = 61.6061 V
V0/pi = 63.6620 V
Te ln2 = 2.0794 V
pi Te^2/(6 V0) = 0.0236 V
Three-term expansion = 61.6061 V
V0/Te=1: rise/Te=0.0606, rise/(V0/pi)=0.1905
V0/Te=3: rise/Te=0.4546, rise/(V0/pi)=0.4760
V0/Te=10: rise/Te=2.5430, rise/(V0/pi)=0.7989
V0/Te=30: rise/Te=8.8736, rise/(V0/pi)=0.9292
V0/Te=100: rise/Te=31.1431, rise/(V0/pi)=0.9784
Equal areas, capacitor: |self-bias| = 0.0000 V
Equal areas, capacitor: mean rise = 61.6061 V
Unequal case: driven area fraction f = 0.25
f case, direct: rise at each sheath = 61.18 V
f case, direct: dc current/driven ion current = -0.979
f case, capacitor: self-bias = -138.02 V
f case, self-bias from formula = -138.13 V
f case, capacitor: grounded-side rise = 8.86 V
f case, grounded-side formula = 8.80 V
f case, capacitor: driven-side rise = 146.88 V
Peak displacement/ion current (both sheaths) = 0.0183
Largest Vp change by displacement = 0.055 V
Size of mean Vp change by displacement = 0.0001 V
Peak net edge motion/Bohm flux = 0.053
Rough Vp change by edge motion = 0.16 V
Largest sheath width (Child law) = 1.11 mm
omega times ion transit time = 0.023
Assumed electron-gas cross-section = 1e-15 cm^2
Bulk resistive drop = 0.033 V
Assumed ion-gas cross-section = 5e-15 cm^2
Ion mean free path = 6.2 mm
Assumed secondary yield = 0.1
Vp change if only one sheath emits = 0.146 V
```
